\section*{Peak of the Trap-Free Space-Charge Current after a Voltage Step, part 2}

A flat insulating film of thickness $L$ and permittivity $\varepsilon$, at first empty, receives a voltage step $V$ at $t=0$. Carriers of one sign and constant mobility $\mu$ enter at an ohmic contact, where the field is held at zero, and leave at the collector. Traps and diffusion are neglected. After the capacitive charging spike, the current peaks at
\begin{equation}
t_p=2\left(1-\mathrm e^{-1/2}\right)\frac{L^2}{\mu V}\approx 0.787\,\frac{L^2}{\mu V},
\label{eq:claim}
\end{equation}
when the front, formed by the first carriers, reaches the collector. It remains to show that the current never returns to its peak value.

Euler's number is $\mathrm e$, the elementary charge $q$ and the thermal energy $kT$. Position $x$, time $\tau$, field $E$ and current density $j$ are in units of $L$, $t_0=L^2/(\mu V)$, $V/L$ and $J_0=\varepsilon\mu V^2/L^3$; charge per area is in units of $\varepsilon V/L$. Then $j=E\,\partial E/\partial x+\partial E/\partial\tau$, with $E=0$ at $x=0$ and $\int_0^1E\,dx=1$. The field $F$ at the collector gives $j=F^2/2$. A carrier released at time $s$ with field $E_0$ has at time $\tau$
\begin{equation}
E=E_0+\int_s^\tau j\,dr,\qquad x=E_0(\tau-s)+\int_s^\tau(\tau-r)\,j\,dr .
\label{eq:recap}
\end{equation}
Carriers released at $s=0$ have $0\le E_0\le1$ and form the fan; later ones have $E_0=0$.

The current rises as $j=\frac{1}{2(1-\tau/2)^2}$, from $\tfrac12$ to the peak at $\tau_p=2(1-\mathrm e^{-1/2})=0.78694$, where $F_p=\mathrm e^{1/2}$ and $j_p=\mathrm e/2=1.35914$. While the fan is collected, until $\tau=1.514$, $1/(F\tau)=c-\tfrac12\ln(\tau/\tau_p)$ with $c=1/(2(\sqrt{\mathrm e}-1))$. The current thus falls until $\tau_m=1.3524$, where $j=1.0935$, and then rises again. At most a fraction $0.893$ of the fan has been collected by $\tau_m$.

\subsection{The current never returns to its peak value}

Suppose the current did return to $j_p$, and let $\tau_*$ be the first time after $\tau_p$ at which it does. The current falls from $\tau_p$ to $\tau_m$, so $\tau_*>\tau_m$. Before $\tau_*$ the current is below $j_p$, except at the instant $\tau_p$.

Consider the carrier that reaches the collector at $\tau_*$, and let $A=\tau_*-s$ be its time of flight. Count time backwards from its arrival with $a=\tau_*-r$, and write $g(a)=j(\tau_*-a)$. The field at arrival is $F_p$ and the distance covered is 1, so \eqref{eq:recap} gives
\begin{equation}
F_p=E_0+\int_0^Ag\,da,\qquad 1=E_0A+\int_0^Aa\,g\,da .
\label{eq:two}
\end{equation}
Define $D=F_p/j_p=2/\sqrt{\mathrm e}\approx1.213$. This is the time in which a current held at $j_p$ would build up the field $F_p$. It satisfies
\begin{equation}
\int_0^Dj_p\,da=F_p,\qquad \int_0^Da\,j_p\,da=\frac{j_pD^2}{2}=\frac{F_p^2}{2j_p}=1 .
\label{eq:D}
\end{equation}
The time of flight is at least $D$. If $s>0$, then $E_0=0$, and $F_p=\int_0^Ag\,da\le j_pA$ gives $A\ge D$. If $s=0$, then $A=\tau_*>\tau_m>D$.

Subtract the equations \eqref{eq:D} from the corresponding ones in \eqref{eq:two}:
\begin{align}
E_0+\int_D^Ag\,da&=\int_0^D(j_p-g)\,da, \label{eq:sub1}\\
E_0A+\int_D^Aa\,g\,da&=\int_0^Da\,(j_p-g)\,da . \label{eq:sub2}
\end{align}
On the left of \eqref{eq:sub2} the factors $A$ and $a$ are at least $D$. The left side is therefore at least $D$ times the left side of \eqref{eq:sub1}, which leads to
\begin{equation}
\int_0^Da\,(j_p-g)\,da\ \ge\ D\int_0^D(j_p-g)\,da,
\qquad\text{or}\qquad
\int_0^D(D-a)(j_p-g)\,da\le0 .
\end{equation}
But $D-a$ is positive inside the interval, and so is $j_p-g$, except possibly at one instant. The integral is positive, which is a contradiction. The peak at $\tau_p$ is therefore the global maximum of the current after the charging spike.

In physical terms, a carrier that arrives in a field as high as $F_p$, having gained it at a rate below $j_p$, must have gained part of it early. It would then have travelled farther than the thickness of the film.

\subsection{The steady current}

In a steady state $\partial E/\partial\tau=0$ and $j=\tfrac12\,d(E^2)/dx$. With $E(0)=0$ this gives $E=\sqrt{2jx}$, and the voltage condition fixes $j$:
\begin{equation}
1=\int_0^1\sqrt{2jx}\,dx=\frac23\sqrt{2j},\qquad j=\frac98 .
\end{equation}
The peak is higher than this by the factor $4\mathrm e/9=1.208$, and the initial current is $4/9$ of it. With $E=\tfrac32\sqrt x$, a carrier in the steady state needs the time $\int_0^1dx/E=\tfrac43$ to cross. The first carriers need $0.787$, because they do not have to pass through a region of low field near the contact.

\subsection{Numerical check}

The transient was also computed without the formulas above. The charge was divided into thin sheets, 800 per unit of charge, which drift in the field they produce together with the electrodes. The contact releases sheets so as to cancel its own field. The current is the sum of charge times velocity. The time step was $2\times10^{-4}$.

The peak appears at $0.7872$ with height $1.3595$, against $0.78694$ and $1.35914$ from the formulas. The departure of one sheet changes the current by about $0.002$, which sets the resolution. Leaving out $0.005$ in time next to the peak and the end of the fan, the largest deviation in $j$ is $0.0002$ during the rise and $0.0010$ while the fan is collected. After the minimum the current reaches a second maximum of $1.133$ near $\tau=1.81$, far below the peak. Its average between $\tau=7$ and $8$ is $1.1249$, against $9/8$.

\subsection{Example: a polymer dielectric film}

Take a polymer film of low permittivity with $L=200$ nm, relative permittivity $2.7$, $\mu=10^{-6}\,\mathrm{cm^2/Vs}$, $V=10$ V and a temperature of 300 K. These are rough values; hopping mobilities differ widely between polymers. Then
\begin{equation}
t_0=\frac{(2\times10^{-5}\,\mathrm{cm})^2}{10^{-6}\,\mathrm{cm^2/Vs}\times10\,\mathrm V}=40\ \mathrm{\mu s},
\qquad t_p=0.787\times40\ \mathrm{\mu s}\approx31\ \mathrm{\mu s}.
\end{equation}
The current unit is $J_0\approx3.0\ \mathrm{mA/cm^2}$. For drift into an empty film, the current starts at half of this, $1.5\ \mathrm{mA/cm^2}$, and peaks at about $4.1\ \mathrm{mA/cm^2}$. In practice some carriers have diffused in from the contact before the step, and they move at once. With the initial layer described in the next subsection, the current starts near $3.5\ \mathrm{mA/cm^2}$, falls to about $2\ \mathrm{mA/cm^2}$ within $4\ \mathrm{\mu s}$, and only then rises to the peak. The trap-free steady value is about $3.4\ \mathrm{mA/cm^2}$. The field at the collector rises from $0.50$ to $0.82$ MV/cm.

\subsection{What the model leaves out}

Three neglected effects were sized by solving the drift-diffusion equations for this film. The contact was given a carrier density of $10^{19}\,\mathrm{cm^{-3}}$, and the film started with the layer of carriers that diffuses in at zero bias. Scaled peak times and heights, with a numerical uncertainty of about 0.003 in time and 0.002 in height, are:

\begin{center}
\begin{tabular}{lcc}
 & time & height\\
drift alone & 0.787 & 1.359\\
with diffusion & 0.767 & 1.418\\
with diffusion and trapping & 0.755 & 1.312\\
with diffusion and field-dependent mobility & 0.750 & 1.248
\end{tabular}
\end{center}

In the table the potential drop inside the film is held at 10 V. Diffusion then makes the peak 3\% earlier and 4\% higher, although $kT/qV$ is only $0.0026$. These figures include the effect of the carriers present near the contact at the start. They also depend on how the voltage is counted. The initial layer already has a potential drop of $-0.28$ V across it. If a step of 10 V is added to that state, the drop becomes 9.72 V, and the peak lies at $0.789$ with height $1.34$, slightly later and lower than for drift alone. This assumes a collector that leaves the film almost free of field at zero bias, away from the injecting contact. With two equal electrodes the initial drop is zero, and a 10 V step gives a peak at $0.772$ with height $1.41$. In general, $V$ in \eqref{eq:claim} is the potential drop inside the film, so the applied voltage must be corrected for the built-in voltage of the electrode pair.

For trapping, $10^{17}\,\mathrm{cm^{-3}}$ initially empty traps capture carriers that diffuse to within 1 nm, and do not release them. Starting with empty traps is an idealisation: the layer present at zero bias would fill those near the contact, so the traps must have been emptied shortly before the step. The rate constant is $4\pi\mu(kT/q)(1\ \mathrm{nm})$, and the capture time is about $300\ \mathrm{\mu s}$, ten times $t_p$. Relative to diffusion alone the peak drops by 7\%. This rate constant is the one for zero field. At the fields in this film, drift brings carriers to the traps about twice as fast, and the peak drops by about 12\%. The ratio of $t_p$ to the capture time is proportional to the trap density and does not depend on $\mu$, which cancels. At $10^{18}\,\mathrm{cm^{-3}}$ it would be at least 1, and the trap-free description would fail before the front arrives.

The last row uses a mobility proportional to $\exp(\beta\sqrt E)$, with $\beta=10^{-3}\,(\mathrm{cm/V})^{1/2}$ and the value $10^{-6}\,\mathrm{cm^2/Vs}$ held at the mean field. With the drop inside the film held at 10 V, \eqref{eq:claim} would overestimate that mobility by 5\%; about half of this error is due to diffusion. With the 10 V step added to the initial state, the error is about 1\%.

Traps matter more at long times. Filling all of them, with zero field at the contact, takes the voltage $qN_tL^2/2\varepsilon\approx13$ V, where $N_t$ is the trap density. At 10 V drift alone cannot fill them all. As diffusion fills more of them, the trapped charge reverses the field near the contact, and further carriers must diffuse over a potential barrier to enter the rest of the film. If the traps release nothing, they still fill slowly in this way, but the current that remains is below 0.1\% of the trap-free steady value. For such a film the model describes the first transient, not the final state.

The ohmic contact is a strong assumption. With $10^{21}$ sites per $\mathrm{cm^3}$, the contact density used here corresponds to a barrier of $0.12$ eV. At a barrier of $0.24$ eV, with diffusion included and the carrier density at the contact held fixed, the peak already comes about 15\% later than \eqref{eq:claim} gives, and it is about 27\% lower than for drift alone. These figures neglect the image force, which lowers the barrier when the field at the contact is positive, by $0.16$ eV at the mean field of this film. If the contact density follows this lowering at the local field, the peak for $0.24$ eV lies within 1\% of \eqref{eq:claim} and is only about 4\% lower than for drift alone. The barrier at which the contact stops acting as ohmic therefore depends on how injection is described. At sufficiently high barriers the current is limited by injection, and \eqref{eq:claim} does not apply.

Energetic disorder, which is common in hopping polymers, is also left out. It makes the mobility depend on the carrier density, and it can spread the arrival times so much that the peak is blurred or lost. The formula should be used only where a clear peak is seen and the mobility is nearly constant.

Three further effects are small here. The peak field is about a fifth of a rough breakdown field of 4 MV/cm. Carriers of the opposite sign could tunnel in from the collector, where the field is highest. For an assumed triangular barrier of 2 eV there, the free-electron mass and the peak field of $0.82$ MV/cm, this is suppressed by $\mathrm e^{-234}$. Thermal emission over the same barrier is more likely, but at 300 K its factor is still only about $\mathrm e^{-69}$, with the lowering of the barrier by the image force included. A 50 $\Omega$ source charges an area of $10^{-4}\,\mathrm{cm^2}$ with a time constant of 60 ps, so the charging spike is well separated from the peak.

\section*{Computed results}
\begin{verbatim}
SCALED RESULTS (time L^2/(mu V), current eps mu V^2/L^3)
peak time, formula                     0.78694
peak time, charge sheets               0.7872
peak current, formula                  1.35914
peak current, charge sheets            1.3595
largest error of rising law            0.0002
largest error of falling law           0.0010
minimum time, formula                  1.3524
minimum current, formula               1.0935
minimum current, charge sheets         1.0935
bound on fan collected at minimum      0.8928
end of fan, formula                    1.5138
end of fan, charge sheets              1.5134
second maximum, charge sheets          1.133
time of second maximum, sheets         1.81
steady current, formula                1.1250
steady current, charge sheets          1.1249
peak/steady current                    1.2081
initial/steady current                 0.4444
EXAMPLE INPUTS (rough or round)
thickness                              200 nm
relative permittivity                  2.7
mobility                               1.0e-06 cm2/Vs
voltage                                10.0 V
temperature                            300 K
trap density                           1.0e+17 cm^-3
capture radius                         1.0 nm
contact carrier density                1.0e+19 cm^-3
site density                           1.0e+21 cm^-3
mobility field coefficient             1.0e-03 (cm/V)^0.5
EXAMPLE RESULTS
time unit L^2/(mu V)                   40.00 us
peak time                              31.48 us
current unit                           2.988 mA/cm2
initial current                        1.494 mA/cm2
peak current                           4.062 mA/cm2
steady current, trap-free              3.362 mA/cm2
carrier density unit                   3.73e+16 cm^-3
mean field                             0.500 MV/cm
collector field at peak                0.824 MV/cm
NEGLECTED EFFECTS (peak time, peak current in scaled units)
thermal voltage / voltage              0.00259
with diffusion                         0.767, 1.418
with diffusion and capture             0.755, 1.312
with diffusion and field mobility      0.750, 1.248
mobility exponent at mean field        0.707
capture time, empty traps              308 us
peak time / capture time               0.102
trap-filling voltage                   13.4 V
contact barrier for chosen density     0.119 eV
peak field / rough 4 MV/cm breakdown   0.21
tunnel exponent, 2 eV barrier          234
circuit time, 50 ohm, 1e-04 cm2     60 ps
\end{verbatim}
